# Two-level truncation of a cavity-coupled double well in two gauges: verification in Python

```python
# RESULT UNDER TEST: for a double-well dipole and a slow cavity, projection on
# two matter levels is accurate in dipole gauge and fails in Coulomb gauge.
# Hartree atomic units. Particle mass is 1; kappa contains charge times mode
# amplitude. X=a+adag, wc=cavity frequency, eta=kappa*x10.
# Coulomb: (p-kappa*X)^2/2 + V + wc*adag*a
# Dipole:  p^2/2 + V + wc*adag*a + i*wc*kappa*x*(adag-a) + wc*kappa^2*x^2
# Full means many matter levels; PHP means direct projection of the Hamiltonian.
import numpy as np
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.constants import physical_constants

hartree_ev = physical_constants["Hartree energy in eV"][0]
well_a, barrier = 3.0, 1.0

# Matter eigenstates in an oscillator basis. Padding makes polynomial
# matrix elements exact before the basis is cut.
basis_size, basis_freq = 120, 0.9
lower = np.diag(np.sqrt(np.arange(1, basis_size + 6)), 1)
x_pad = (lower + lower.T) / np.sqrt(2 * basis_freq)
p_pad = 1j * np.sqrt(basis_freq / 2) * (lower.T - lower)
x2_pad = x_pad @ x_pad
h_pad = ((p_pad @ p_pad).real / 2
         + barrier * (x2_pad @ x2_pad / well_a**4
                      - 2 * x2_pad / well_a**2 + np.eye(len(x_pad))))
cut = slice(0, basis_size)
energy, vec = np.linalg.eigh(h_pad[cut, cut])
if vec[:, 1] @ x_pad[cut, cut] @ vec[:, 0] < 0:
    vec[:, 1] *= -1
x = vec.T @ x_pad[cut, cut] @ vec
p = vec.T @ p_pad[cut, cut] @ vec
x2 = vec.T @ x2_pad[cut, cut] @ vec
w10 = energy[1] - energy[0]
w21 = energy[2] - energy[1]
w30 = energy[3] - energy[0]
x10 = x[1, 0]

# Independent spatial-grid solution of the matter problem.
step = 0.005
grid = np.arange(-7, 7 + step / 2, step)
v_grid = barrier * (grid**2 / well_a**2 - 1)**2
e_grid, u_grid = eigh_tridiagonal(
    1 / step**2 + v_grid, np.full(len(grid) - 1, -0.5 / step**2),
    select="i", select_range=(0, 2))
assert np.max(abs(e_grid - energy[:3])) < 2e-5
assert abs(abs(u_grid[:, 1] @ (grid * u_grid[:, 0])) - x10) < 1e-4

# Momentum relation and oscillator-strength sums.
gaps = energy[:6, None] - energy[None, :6]
assert np.max(abs(p[:6, :6] - 1j * gaps * x[:6, :6])) < 1e-8
strength = 2 * w10 * x10**2
high0 = np.sum(2 * abs(p[2:, 0])**2 / (energy[2:] - energy[0]))
high1 = np.sum(2 * abs(p[2:, 1])**2 / (energy[2:] - energy[1]))
assert abs(high0 - (1 - strength)) < 1e-7
assert abs(high1 - (1 + strength)) < 1e-7
assert abs(p[2, 1]) > abs(p[1, 0]) and abs(x[2, 1]) < x10


def photon_operators(size):
    a = np.diag(np.sqrt(np.arange(1, size + 2)), 1)
    quad = a + a.T
    keep = slice(0, size)
    return (np.diag(np.arange(size)), quad[keep, keep],
            (quad @ quad)[keep, keep], (1j * (a.T - a))[keep, keep])


def hamiltonian(gauge, matter, photons, kappa, wc):
    number, quad, quad2, conjugate = photon_operators(photons)
    id_m, id_f = np.eye(matter), np.eye(photons)
    m = slice(0, matter)
    result = np.kron(np.diag(energy[m]), id_f) + wc * np.kron(id_m, number)
    if gauge in ("coulomb", "no_A2"):
        result = result - kappa * np.kron(p[m, m], quad)
        if gauge == "coulomb":
            result = result + kappa**2 / 2 * np.kron(id_m, quad2)
    else:
        square = x2[m, m] if gauge == "dipole" else x[m, m] @ x[m, m]
        result = (result + wc * kappa * np.kron(x[m, m], conjugate)
                  + wc * kappa**2 * np.kron(square, id_f))
    return result


def lowest(matrix):
    return eigh(matrix, eigvals_only=True, subset_by_index=[0, 4])


def transitions(matrix, unit):
    values = lowest(matrix)
    return (values[1:] - values[0]) / unit


def max_error(first, second):
    return np.max(abs(first - second))


def row(values):
    return " ".join(f"{value:.5f}" for value in values)


full_m, full_n, two_n = 20, 32, 120
print(f"well half-separation = {well_a:.1f} bohr; barrier = {barrier:.1f} hartree")
print(f"doublet splitting w10 = {w10:.7f} hartree = {w10*hartree_ev:.5f} eV")
print(f"w21 = {w21:.6f} hartree; w30 = {w30:.6f} hartree")
print(f"|x10|, |x21|, |x30| = {row(abs(np.array([x10,x[2,1],x[3,0]])))} bohr")
print(f"|p10|, |p21|, |p30| = {row(abs(np.array([p[1,0],p[2,1],p[3,0]])))} a.u.")
print(f"<x^2> in levels 0, 1 = {row([x2[0,0],x2[1,1]])} bohr^2")
print(f"oscillator strength f10 = {strength:.6f} (dimensionless)")
print(f"high-level sums from 0, 1 = {high0:.6f}, {high1:.6f} (dimensionless)")
print("resonant cavity: wc = w10; transition rows are (E1..E4 - E0)/wc")

full_half = None
for eta in (0.1, 0.5, 1.0):
    kappa = eta / x10
    full_c = lowest(hamiltonian("coulomb", full_m, full_n, kappa, w10))
    full_d = lowest(hamiltonian("dipole", full_m, full_n, kappa, w10))
    assert np.max(abs(full_c - full_d)) < 1e-7
    full = (full_d[1:] - full_d[0]) / w10
    dip = transitions(hamiltonian("dipole", 2, two_n, kappa, w10), w10)
    cou = transitions(hamiltonian("coulomb", 2, two_n, kappa, w10), w10)
    rabi = transitions(hamiltonian("rabi", 2, two_n, kappa, w10), w10)
    err_d, err_c, err_r = [max_error(v, full) for v in (dip, cou, rabi)]
    assert err_d < 0.03 and err_c > 10 * err_d
    if eta == 0.5:
        full_half = full
        assert err_d < err_r
    if eta == 1.0:
        assert err_c > 0.5
    print(f"eta = {eta:.1f}; kappa = {kappa:.6f} 1/bohr; "
          f"kappa^2/(2 wc) = {kappa**2/(2*w10):.5f}")
    print(f"  full:        {row(full)}")
    print(f"  dipole PHP:  {row(dip)}")
    print(f"  Coulomb PHP: {row(cou)}")
    print(f"  max errors/wc: dipole {err_d:.6f}, Coulomb {err_c:.6f}, "
          f"Rabi {err_r:.6f}")

# Weak-coupling leakage, compared with first-order perturbation theory.
def leakage(gauge, kappa, photons):
    matrix = hamiltonian(gauge, full_m, photons, kappa, w10)
    _, state = eigh(matrix, subset_by_index=[0, 0])
    return np.sum(abs(state[:, 0].reshape(full_m, photons)[2:])**2)


weak_kappa = 0.01 / x10
high_gap = energy[2:full_m] - energy[0]
for gauge, factor in (("dipole", w10), ("coulomb", high_gap)):
    predicted = np.sum((weak_kappa * factor * x[2:full_m, 0]
                        / (high_gap + w10))**2)
    measured = leakage(gauge, weak_kappa, 8)
    assert abs(measured / predicted - 1) < 0.02
    print(f"{gauge} leakage, eta=0.01: full {measured:.5e}, "
          f"first order {predicted:.5e}")
half_kappa = 0.5 / x10
leak_d = leakage("dipole", half_kappa, full_n)
leak_c = leakage("coulomb", half_kappa, full_n)
assert leak_c > 10 * leak_d
print(f"leakage at eta=0.5: dipole {leak_d:.5e}, Coulomb {leak_c:.5e}")

# High-level elimination repairs the quadratic Coulomb term.
eta_small = 0.05
kappa = eta_small / x10
number, quad, quad2, _ = photon_operators(two_n)
sigma_z = np.diag([-1.0, 1.0])
sigma_y = np.array([[0, 1j], [-1j, 0]])
repaired = (hamiltonian("no_A2", 2, two_n, kappa, w10)
            - w10 * eta_small**2 * np.kron(sigma_z, quad2))
reference = transitions(hamiltonian("dipole", full_m, 24, kappa, w10), w10)
bare_error = max_error(transitions(
    hamiltonian("coulomb", 2, two_n, kappa, w10), w10), reference)
repaired_error = max_error(transitions(repaired, w10), reference)
assert repaired_error < 0.2 * bare_error
print(f"eta=0.05 error/wc: Coulomb PHP {bare_error:.6f}, "
      f"repaired quadratic {repaired_error:.6f}")

# The transformed Rabi Hamiltonian contains cosine and sine of 2*eta*X.
q_val, q_vec = np.linalg.eigh(quad)
cosine = (q_vec * np.cos(2 * q_val)) @ q_vec.T
sine = (q_vec * np.sin(2 * q_val)) @ q_vec.T
trig = (w10 * np.kron(np.eye(2), number)
        + w10 / 2 * (np.kron(sigma_z, cosine) + np.kron(sigma_y, sine)))
rabi_one = transitions(hamiltonian("rabi", 2, two_n, 1 / x10, w10), w10)
trig_difference = max_error(transitions(trig, w10), rabi_one)
assert trig_difference < 1e-7
print(f"eta=1 trig-Coulomb versus Rabi difference/wc = {trig_difference:.2e}")

# Convergence when more bare matter levels are retained.
convergence = {}
for levels in (2, 4, 6, 8):
    errors = [max_error(transitions(
        hamiltonian(g, levels, 40, half_kappa, w10), w10), full_half)
        for g in ("dipole", "coulomb")]
    convergence[levels] = errors
    print(f"eta=0.5, {levels} matter levels: errors/wc "
          f"dipole {errors[0]:.3e}, Coulomb {errors[1]:.3e}")
assert convergence[8][1] < 0.05 * convergence[2][1]

# Dropping A^2 matches Rabi on resonance but fails when detuned.
no_a2 = transitions(hamiltonian("no_A2", 2, two_n, half_kappa, w10), w10)
rabi_half = transitions(hamiltonian("rabi", 2, two_n, half_kappa, w10), w10)
assert max_error(no_a2, rabi_half) < 1e-9
detuned = 3 * w10
reference = transitions(
    hamiltonian("dipole", full_m, full_n, half_kappa, detuned), detuned)
detuned_errors = [max_error(transitions(
    hamiltonian(g, 2, two_n, half_kappa, detuned), detuned), reference)
    for g in ("dipole", "no_A2")]
assert detuned_errors[1] > 5 * detuned_errors[0]
print(f"wc=3*w10, eta=0.5 errors/wc: dipole {detuned_errors[0]:.6f}, "
      f"Coulomb without A^2 {detuned_errors[1]:.6f}")

# A cavity above the relevant matter transitions reverses the preference.
fast_wc, fast_kappa = 5.0, 0.1
fast_full = transitions(
    hamiltonian("coulomb", full_m, 14, fast_kappa, fast_wc), 1.0)[0]
fast_d = transitions(hamiltonian("dipole", 2, 60, fast_kappa, fast_wc), 1.0)[0]
fast_c = transitions(hamiltonian("coulomb", 2, 60, fast_kappa, fast_wc), 1.0)[0]
assert abs(fast_d - fast_full) > 5 * abs(fast_c - fast_full)
print(f"fast cavity: wc = {fast_wc:.1f} hartree, kappa = {fast_kappa:.1f} 1/bohr")
print(f"  first gap: full {fast_full:.7f}, dipole {fast_d:.7f}, "
      f"Coulomb {fast_c:.7f} hartree")
print("done: every assertion held")
```

Printed output:

```
well half-separation = 3.0 bohr; barrier = 1.0 hartree
doublet splitting w10 = 0.0171566 hartree = 0.46685 eV
w21 = 0.600994 hartree; w30 = 0.871467 hartree
|x10|, |x21|, |x30| = 2.65687 0.93522 0.64557 bohr
|p10|, |p21|, |p30| = 0.04558 0.56206 0.56259 a.u.
<x^2> in levels 0, 1 = 7.48408 8.00435 bohr^2
oscillator strength f10 = 0.242215 (dimensionless)
high-level sums from 0, 1 = 0.757785, 1.242215 (dimensionless)
resonant cavity: wc = w10; transition rows are (E1..E4 - E0)/wc
eta = 0.1; kappa = 0.037638 1/bohr; kappa^2/(2 wc) = 0.04129
  full:        0.90045 1.10022 1.85918 2.14134
  dipole PHP:  0.90046 1.10025 1.85924 2.14142
  Coulomb PHP: 0.93739 1.14201 1.98011 2.25809
  max errors/wc: dipole 0.000079, Coulomb 0.120927, Rabi 0.000359
eta = 0.5; kappa = 0.188191 1/bohr; kappa^2/(2 wc) = 1.03214
  full:        0.51980 1.33303 1.46946 2.22259
  dipole PHP:  0.51980 1.33405 1.47043 2.22476
  Coulomb PHP: 0.94912 2.31520 3.16707 4.62587
  max errors/wc: dipole 0.002166, Coulomb 2.403275, Rabi 0.010862
eta = 1.0; kappa = 0.376383 1/bohr; kappa^2/(2 wc) = 4.12856
  full:        0.14923 0.91096 1.29801 2.07747
  dipole PHP:  0.14821 0.91493 1.30108 2.08492
  Coulomb PHP: 0.97157 4.21323 5.12893 8.42547
  max errors/wc: dipole 0.007450, Coulomb 6.348003, Rabi 0.016624
dipole leakage, eta=0.01: full 2.21167e-09, first order 2.21055e-09
coulomb leakage, eta=0.01: full 5.79429e-06, first order 5.79456e-06
leakage at eta=0.5: dipole 1.16698e-05, Coulomb 1.29117e-02
eta=0.05 error/wc: Coulomb PHP 0.030898, repaired quadratic 0.000793
eta=1 trig-Coulomb versus Rabi difference/wc = 3.24e-14
eta=0.5, 2 matter levels: errors/wc dipole 2.166e-03, Coulomb 2.403e+00
eta=0.5, 4 matter levels: errors/wc dipole 3.863e-05, Coulomb 7.289e-01
eta=0.5, 6 matter levels: errors/wc dipole 1.053e-06, Coulomb 3.525e-02
eta=0.5, 8 matter levels: errors/wc dipole 1.315e-08, Coulomb 9.522e-03
wc=3*w10, eta=0.5 errors/wc: dipole 0.007970, Coulomb without A^2 0.174727
fast cavity: wc = 5.0 hartree, kappa = 0.1 1/bohr
  first gap: full 0.0169717, dipole 0.0374857, Coulomb 0.0171566 hartree
done: every assertion held
```
